# At what biaxial strain does a (001) germanium film become direct?

## Question

I am stuck on an exercise about tensile germanium. The film lies on a (001) plane and is stretched equally along both in-plane cube axes. The data are:

- the Gamma conduction minimum is 0.136 eV above the L minima without strain;
- the relative hydrostatic deformation potential is 6.7 eV;
- the volume strain is 1.25 times the in-plane strain.

I must show that the gap becomes direct near 1.6 percent strain. Dividing 0.136 by 6.7 gives me 2.03 percent instead. I also don't see why a hydrostatic potential is enough. The film is stretched in the plane and thinned along its normal, so it changes shape as well as volume. Shouldn't that split the L valleys? And is it enough to compare Gamma with L before calling the gap direct?

## Answer

Your 2.03 percent is the required **volume** strain. The exercise asks for the in-plane strain, which is smaller by the factor 1.25. The change of shape is real, but for this film orientation it drops out of the Gamma–L separation to first order. That needs an argument, and so does the word "direct".

### The strain in the film

Take $x,y,z$ along the cube axes, with $z$ normal to the film. Stretching counts as positive strain. The in-plane strains are $e_{xx}=e_{yy}=e$, and there is no shear.

The top surface is free, so the normal stress vanishes. Hooke's law for a cubic crystal gives

$$
0=\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})
=C_{11}e_{zz}+2C_{12}e ,
$$

and therefore

$$
e_{zz}=-\frac{2C_{12}}{C_{11}}e .
$$

With the rough values $C_{11}=128$ GPa and $C_{12}=48$ GPa, the ratio $C_{12}/C_{11}$ is 0.375 and $e_{zz}=-0.75e$. The film thins, but not enough to conserve volume.

The deformed volume divided by the original volume is $(1+e)^2(1+e_{zz})$. Multiplying out and keeping first-order terms gives the volume strain

$$
\mathrm{Tr}\,e=e_{xx}+e_{yy}+e_{zz}=2e-0.75e=1.25e .
$$

This is the factor in your exercise. It belongs to a film with a free surface and this ratio of elastic constants.

### Why Gamma responds only to volume at first order

A small strain shifts a nondegenerate level by a linear combination of the six strain components. Spin degeneracy does not alter this, because strain does not split the spin pair in a crystal with inversion symmetry.

Apart from spin, the conduction minimum at Gamma is a single state. Every symmetry operation of the crystal turns it into itself, up to a sign that does not affect its energy. Its shift therefore cannot change when the strain is rotated by such an operation:

- A half-turn about $z$ reverses $e_{xz}$ and $e_{yz}$, so their coefficients must vanish.
- A half-turn about $x$ reverses $e_{xy}$, so its coefficient vanishes too.
- A threefold rotation about $[111]$ permutes $x,y,z$, so the three diagonal coefficients are equal.

What remains is

$$
\delta E_\Gamma=a_\Gamma(e_{xx}+e_{yy}+e_{zz})=a_\Gamma\,\mathrm{Tr}\,e .
$$

### Why the four L valleys stay together

An L valley has a preferred direction, the unit vector $\mathbf n$ along its $\langle111\rangle$ axis. Use temporary axes 1, 2, 3 with axis 3 along $\mathbf n$. Threefold rotation about $\mathbf n$ leaves two independent linear combinations of strain unchanged, $e_{11}+e_{22}$ and $e_{33}$. The remaining components rotate among themselves and cannot contribute. Hence

$$
\delta E_L=\alpha(e_{11}+e_{22})+\beta e_{33}
=\alpha\,\mathrm{Tr}\,e+(\beta-\alpha)e_{33}.
$$

Call $\alpha=\Xi_d$ and $\beta-\alpha=\Xi_u$. Since $e_{33}$ is the stretch along the valley axis,

$$
\delta E_L=\Xi_d\,\mathrm{Tr}\,e+\Xi_u\,\mathbf n\cdot e\cdot\mathbf n .
$$

Now return to the cube axes. Every L direction has the form $(\pm1,\pm1,\pm1)/\sqrt3$, so $n_x^2=n_y^2=n_z^2=1/3$. Our strain has no off-diagonal components, which gives

$$
\mathbf n\cdot e\cdot\mathbf n
=n_x^2e+n_y^2e+n_z^2e_{zz}
=\frac{2e+e_{zz}}3=\frac{\mathrm{Tr}\,e}{3}.
$$

The signs in $\mathbf n$ have disappeared, so all four valleys shift equally:

$$
\delta E_L=\left(\Xi_d+\frac{\Xi_u}{3}\right)\mathrm{Tr}\,e
\equiv a_L\,\mathrm{Tr}\,e .
$$

Geometrically, the film normal makes the same angle with all four valley axes, so the deformation cannot favour one of them.

Your worry is justified for other deformations. Take $e_{xy}=e_{yz}=e_{zx}=s$ with zero diagonal strain. Then

$$
\mathbf n\cdot e\cdot\mathbf n=2s(n_xn_y+n_yn_z+n_zn_x).
$$

This equals $2s$ for the $[111]$ valley and $-2s/3$ for each of the other three. The valleys split by $8|\Xi_us|/3$ although the volume is unchanged to first order. A biaxially stretched (111) film contains shear of this kind, so the present formula does not apply to it.

### The crossing

Let $D=0.136$ eV be the unstrained value of $E_\Gamma-E_L$. Subtracting the two shifts gives

$$
E_\Gamma-E_L=D+(a_\Gamma-a_L)\,\mathrm{Tr}\,e .
$$

The sign matters here. In germanium Gamma falls relative to L when the crystal expands, so $a_\Gamma-a_L=-A$ with $A=6.7$ eV. The exercise quotes the magnitude. Therefore

$$
E_\Gamma-E_L=D-1.25Ae .
$$

The slope is $-1.25\times6.7=-8.375$ eV per unit strain. Setting the separation to zero gives

$$
e_c=\frac{D}{1.25A}
=\frac{0.136}{8.375}=0.01624,
$$

or **1.62 percent**. For $e<e_c$ L is lower; for $e>e_c$ Gamma is lower. Compression has $e<0$ and increases the separation, so it moves the film away from the crossing.

At $e_c$ the volume strain is $1.25\times1.624=2.03$ percent, which is the number you found. Equal stretching along all three axes would need the same volume strain, hence only $2.03/3=0.68$ percent along each axis. A film needs more in-plane stretch because only two axes are stretched, and the thinning along the third cancels part of their expansion.

### Is the gap then direct?

A direct gap needs the lowest conduction minimum and the highest valence maximum at the same wavevector. Two more things must be examined.

**The Delta valleys.** These conduction minima lie along the cube axes. The axial argument used for L applies again, with the valley axis now along a cube axis. For the pair along $z$, separate the average shift from the part due to shape:

$$
\delta E_{\Delta z}=a_\Delta\,\mathrm{Tr}\,e
+\Xi_u^\Delta\left(e_{zz}-\frac{\mathrm{Tr}\,e}{3}\right).
$$

The bracket is $-0.75e-1.25e/3=-1.167e$. With a positive $\Xi_u^\Delta$, the shape change lowers this pair. Rough values are an unstrained height of 0.19 eV above L, $a_\Delta-a_L=4.1$ eV and $\Xi_u^\Delta=9.8$ eV. At the crossing,

$$
E_{\Delta z}-E_L
=0.19+4.1(0.0203)-9.8(1.167)(0.01624)
\approx0.088\ \text{eV}.
$$

With these values the pair is still above L and Gamma, but the margin is sensitive to the inputs. Changing the unstrained height by up to 0.02 eV and each of the two potentials by up to 1 eV gives margins from about 0.03 to 0.15 eV. For the four in-plane Delta valleys the bracket is $e-1.25e/3=+0.583e$, so the shape change raises them.

Beyond $e_c$ the $z$ pair keeps falling relative to L, with slope $1.25(4.1)-1.167(9.8)\approx-6.3$ eV per unit strain. Gamma falls faster, at $-8.375$ eV. With these central values Gamma therefore remains the lowest minimum above $e_c$ in the linear model. At the unfavourable corner of the range above (0.17 eV, 3.1 eV and 10.8 eV) the pair falls slightly faster than Gamma, at $-8.7$ eV, but it would overtake Gamma only near 10 percent strain, far outside the linear regime.

**The valence maximum.** Strain splits the heavy- and light-hole states at Gamma, but it need not move the maximum away. Describe these states near Gamma by a matrix $K(\mathbf k)+S$. Here $K(\mathbf0)=0$, and $S$ is the strain matrix, taken as independent of $\mathbf k$. Without strain both bands curve downward, so $c^\dagger K(\mathbf k)c\le0$ for every normalized state vector $c$. Then

$$
c^\dagger[K(\mathbf k)+S]c\le c^\dagger Sc\le\lambda_{\max}(S).
$$

The right-hand side is the largest eigenvalue of $S$, which is the top valence energy at $\mathbf k=0$. No nearby wavevector can exceed it. This argument neglects strain-induced mixing with the split-off band and any change of $K$ with strain.

### Testing the strain law on a crystal model

The symmetry argument can be tested by deforming a crystal bond by bond. I used a nearest-neighbour tight-binding model with $s$, three $p$ and one excited $s^*$ orbital on each of the two atoms in the cell. It has no spin–orbit coupling. Its parameters, in eV, are:

- site energies: $E_s=-5.88$, $E_p=1.61$, $E_{s^*}=6.39$;
- bond couplings: $ss\sigma=-1.695$, $sp\sigma=2.3664$, $s^*p\sigma=2.2599$, $pp\sigma=2.8525$, $pp\pi=-0.8225$.

Strain changes the bond directions and lengths. All couplings scale as $(d_0/d)^\eta$, where $d_0$ and $d$ are the old and new bond lengths. I chose $\eta=4.747$ so that purely hydrostatic strain gives $a_\Gamma-a_L=-6.7$ eV. Biaxial strain was not used in that choice.

The biaxial slope then came out as $-8.3750$ eV per unit strain, in agreement with the formula. At the critical strain, none of 800 sampled wavevectors had a valence energy above the maximum at Gamma.

The model also contains curvature in strain. With its unstrained separation shifted to 0.136 eV, its full nonlinear crossing is at 1.625 percent, against 1.624 percent from the linear law. The net nonlinear shift of the crossing is thus very small in this model, but only because the $e^2$ terms of Gamma and L, about 5.1 and 4.6 eV, nearly cancel. Other crystal models calibrated to the same 6.7 eV need not show this cancellation: a simple local pseudopotential model gives a net term near $+25e^2$ eV and a crossing near 1.7 percent. That does not bound the curvature in real germanium, since one common exponent for all couplings is a simplification. For a sense of scale, adding an assumed term $+50e^2$ eV to the linear separation would move the crossing to 1.82 percent, and $-50e^2$ eV would move it to 1.49 percent. The real coefficient is not determined here.

### How firm is 1.6 percent?

Consider a 50 nm membrane at 300 K. The three effects below are considered separately, each starting from the values used above.

**Input values.** Suppose $D$ is uncertain by 0.005 eV and $A$ by 0.5 eV. Combining the extremes gives

$$
\frac{0.131}{1.25(7.2)}=1.46\ \text{percent},\qquad
\frac{0.141}{1.25(6.2)}=1.82\ \text{percent}.
$$

These are consequences of assumed variations, not statistical confidence limits. They show why "near 1.6 percent" is a better statement than a value with three decimals.

**Temperature.** Near room temperature, take $D$ to fall by roughly $8\times10^{-5}$ eV per kelvin, a slope that is itself uncertain by perhaps a third. At 360 K it is $0.136-60(8\times10^{-5})=0.1312$ eV, and the crossing moves to 1.57 percent.

**Confinement.** For hard walls a distance $d$ apart, the lowest standing wave has $k_z=\pi/d$, so a valley edge rises by

$$
E_{\rm conf}=\frac{\hbar^2\pi^2}{2m_zd^2}.
$$

Take a Gamma mass of 0.040 electron masses, and L masses of 1.60 along the valley axis and 0.080 across it. The film normal has $n_z^2=1/3$, so for L

$$
\frac1{m_z}=\frac{1/3}{1.60}+\frac{2/3}{0.080}=8.54,
\qquad m_z=0.117,
$$

in units of the electron mass and its inverse. Gamma rises by 0.00376 eV and L by 0.00128 eV. The lighter Gamma electron rises more, which adds 0.00248 eV to $D$ and moves the crossing to 1.65 percent. These are unstrained masses. The Gamma mass falls as strain narrows the direct gap. With a rough strained value of 0.025 electron masses along the normal, and the L mass unchanged, the addition to $D$ nearly doubles to 0.0047 eV and the crossing moves to about 1.68 percent. The shift varies as $1/d^2$, so it matters more in thinner films.

### Direct does not mean that most electrons are at Gamma

At the crossing Gamma and L have equal energies but very different numbers of available states. For a parabolic valley with principal masses $m_1,m_2,m_3$ and $g$ equivalent copies, the Boltzmann density is

$$
n=2g\,e^{-(E-\mu)/k_BT}\prod_{i=1}^{3}
\int_{-\infty}^{\infty}\frac{dk_i}{2\pi}
\,e^{-\hbar^2k_i^2/(2m_ik_BT)} .
$$

The factor 2 counts spin, $E$ is the valley edge and $\mu$ the chemical potential. Each Gaussian integral, including its $1/2\pi$, equals $\sqrt{m_ik_BT/(2\pi\hbar^2)}$. Thus $n=N e^{-(E-\mu)/k_BT}$, with effective density

$$
N=2g\sqrt{m_1m_2m_3}
\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}.
$$

With the masses above, held at their unstrained values, $N_\Gamma=2.0\times10^{17}$ cm$^{-3}$ and $N_L=1.02\times10^{19}$ cm$^{-3}$. For the $z$ pair of Delta valleys, rough masses of 0.95 along the valley axis and 0.20 across it give $N_\Delta=9.8\times10^{18}$ cm$^{-3}$. That pair is 0.0876 eV higher, while $k_BT=0.02585$ eV, so its weight is reduced to

$$
9.8\times10^{18}\,e^{-0.0876/0.02585}
\approx3.3\times10^{17}\ \text{cm}^{-3}.
$$

The resulting shares are about 95 percent in L, 3 percent in Delta and 2 percent in Gamma. In a real film the Gamma mass falls as strain narrows the direct gap, so the Gamma share is probably between 1 and 2 percent. The Delta share is less certain, because it depends exponentially on a rough energy: lowering that pair by 0.03 eV would roughly triple its weight. Equal band edges do not imply equal populations. A device that needs many electrons at Gamma may call for more strain than $e_c$.

Boltzmann statistics are adequate for this estimate at a total density of $10^{17}$ cm$^{-3}$. Treating the combined weight as one parabolic band, Fermi statistics lower the density at fixed chemical potential by about 0.3 percent. Heavy doping would require the full Fermi distribution.

### Comparison with a real film

The parameters above are typical rough values for germanium, but the strain is large. Germanium grown on silicon and cooled from growth temperature typically keeps a tensile strain of only roughly 0.2 percent, so reaching the crossing takes additional stretching, for example in a suspended membrane. Substituting $e_{zz}$ into Hooke's law for the in-plane stress gives

$$
\sigma_{xx}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e
=(140\ \text{GPa})(0.01624)=2.27\ \text{GPa}.
$$

Whether a membrane survives this stress depends on its flaws and edges, which the band calculation does not describe. Real membranes may also break the assumption of equal in-plane strains. If the strains along the cube axes differ, the free-surface condition gives $\mathrm{Tr}\,e=0.625(e_{xx}+e_{yy})$, so their average must reach 1.62 percent. If $e_{yy}=0.9e_{xx}$, the larger strain must be $2(1.624)/1.9=1.71$ percent. An in-plane shear $e_{xy}$ is different: it splits the L valleys into two pairs, shifted by $\pm\tfrac23\Xi_u e_{xy}$. With a rough $\Xi_u=16$ eV, a shear of 0.1 percent lowers one pair by about 0.011 eV and delays the crossing by about 0.13 percentage points of in-plane strain.

For your exercise, the essential calculation is $0.136/(6.7\times1.25)=0.0162$. It relies on a (001) film with no shear, a free top surface and a linear response to strain. The numerical output below lists the main values.

## Computed values

```
Unstrained L-to-Gamma separation D: 0.136 eV
Relative hydrostatic potential size A: 6.7 eV
Elastic constant C11: 128 GPa
Elastic constant C12: 48 GPa
Out-of-plane / in-plane strain: -0.750 (ratio)
Volume / in-plane strain: 1.250 (ratio)
Separation slope, formula: -8.3750 eV per unit strain
Separation slope, test crystal: -8.3750 eV per unit strain
Critical in-plane strain: 1.624 percent
Out-of-plane strain there: -1.218 percent
Linear volume strain there: 2.030 percent
Finite volume strain there: 2.016 percent
Biaxial modulus: 140.0 GPa
In-plane stress at crossover: 2.27 GPa
Calibrated bond-length exponent: 4.747 (number)
Nonlinear test-crystal crossing: 1.625 percent
Unstrained Delta height above L: 0.19 eV
Delta-L hydrostatic potential: 4.1 eV
Delta uniaxial potential: 9.8 eV
Delta height above L at crossover: 0.0876 eV
Assumed uncertainty of D: 0.005 eV
Assumed uncertainty of A: 0.5 eV
Lowest critical strain in that range: 1.46 percent
Highest critical strain in that range: 1.82 percent
Base temperature: 300 K
Warm-device temperature: 360 K
Rough temperature slope of D: -8.0e-05 eV/K
Critical strain when warm: 1.567 percent
Film thickness: 50 nm
Gamma mass: 0.040 electron masses
L longitudinal mass: 1.60 electron masses
L transverse mass: 0.080 electron masses
L mass along film normal: 0.1171 electron masses
Gamma confinement energy: 0.00376 eV
L confinement energy: 0.00128 eV
Critical strain with confinement: 1.653 percent
Delta longitudinal mass: 0.9500 electron masses
Delta transverse mass: 0.2000 electron masses
Thermal energy: 0.02585 eV
Gamma effective density: 2.008e+17 cm^-3
Gamma electron share: 1.88 percent
L effective density: 1.016e+19 cm^-3
L electron share: 95.03 percent
Delta effective density: 9.783e+18 cm^-3
Delta electron share: 3.09 percent
Example electron density: 1.0e+17 cm^-3
Degeneracy correction: -0.329 percent
```
